# The Sugiyama–Langreth phase sum rule for a neutral jellium surface: a program that tests the result

```python
"""
Neutrality sum rule for a jellium surface (Hartree atomic units).
Metal at z < 0, vacuum at z > 0; states tend to sin(k z - gamma(k)) inside.
Result under test: if the background edge makes the surface neutral and gamma
is measured from that edge, (2/kF^2) * integral_0^kF k gamma(k) dk = pi/4.
For an edge that is not neutral, the surplus of electrons per area is
    sigma = kF^2/(2 pi^2) * (average - pi/4).
kF: Fermi wavenumber, nbar: bulk density, mu: Fermi energy from band bottom.
A surface band is a state bound to the surface below the bulk band bottom.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit

pi = np.pi
bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10
hartree_in_ev = physical_constants["Hartree energy in eV"][0]

r_s, barrier_height, barrier_width = 4.0, 0.25, 1.0
kF = (9 * pi / 4) ** (1 / 3) / r_s
mu = kF**2 / 2
nbar = kF**3 / (3 * pi**2)

depth, top, step = 150.0, 25.0, 0.025
z = np.linspace(top, -depth, int(round((top + depth) / step)) + 1)
nodes, node_weights = np.polynomial.legendre.leggauss(240)
k_grid = kF * (nodes + 1) / 2
k_weights = kF * node_weights / 2


def barrier(x):
    return barrier_height * expit(x / barrier_width)


def solve_states(potential, k):
    """Numerov integration from vacuum inward; unit amplitude deep inside."""
    q = 2 * potential(z)[:, None] - k[None, :] ** 2
    f = 1 - step**2 * q / 12
    psi = np.empty_like(q)
    psi[0] = 1e-8
    psi[1] = psi[0] * np.exp(np.sqrt(q[0]) * step)
    for i in range(1, len(z) - 1):
        psi[i + 1] = ((12 - 10 * f[i]) * psi[i] - f[i - 1] * psi[i - 1]) / f[i + 1]
    a, b = len(z) - 1, len(z) - 121
    za, zb = z[a], z[b]
    det = np.sin(k * (zb - za))
    c = (psi[b] * np.cos(k * za) - psi[a] * np.cos(k * zb)) / det
    s = (psi[b] * np.sin(k * za) - psi[a] * np.sin(k * zb)) / det
    gamma = np.unwrap(np.arctan2(s, c))
    gamma -= pi * np.round(gamma[0] / pi)
    return psi / np.hypot(c, s), gamma


def k_average(gamma):
    return 2 / kF**2 * np.sum(k_weights * k_grid * gamma)


def density_surplus(x, psi):
    """Electrons minus background ending at 0, with a smooth cutoff deep inside
    that removes the oscillating remainder of a sharp cutoff."""
    density = psi**2 @ (k_weights * (kF**2 - k_grid**2)) / pi**2
    cutoff = np.where(x > -depth / 2, 1.0, np.sin(pi * (x + depth) / depth) ** 2)
    return simpson(density * cutoff, dx=step) - nbar * 0.75 * depth


def slab_surplus(potential):
    """Surplus at the right surface from eigenvalues of slabs with a hard left
    wall, averaged over one period of thickness; also the bound energies."""
    values = []
    samples = 10
    for i in range(samples):
        thickness = 110 + (i + 0.5) * pi / kF / samples
        count = int((thickness + top) / step)
        x = -thickness + step * np.arange(1, count)
        energies = eigh_tridiagonal(
            1 / step**2 + potential(x), np.full(len(x) - 1, -0.5 / step**2),
            eigvals_only=True, select="v", select_range=(-5.0, mu))
        values.append(np.sum(mu - energies) / pi - nbar * thickness)
    return np.mean(values) - hard_wall_surplus, energies[energies < 0]


# Hard wall at z = 0: surplus from the density itself
x_wall = np.linspace(0, -depth, int(round(depth / step)) + 1)
hard_wall_surplus = density_surplus(x_wall, np.sin(np.outer(x_wall, k_grid)))
hard_wall_distance = -hard_wall_surplus / nbar
assert abs(hard_wall_distance - 3 * pi / (8 * kF)) < 1e-4
hard_gamma = k_grid * hard_wall_distance
volume_weights = k_weights * k_grid * (kF**2 - k_grid**2)
hard_volume = np.sum(volume_weights * hard_gamma) / np.sum(volume_weights)
assert abs(hard_volume - pi / 5) < 1e-4

# Smooth barrier: density surplus against phases
psi, gamma = solve_states(barrier, k_grid)
assert abs(gamma[0]) < 1e-3
average = k_average(gamma)
sigma_density = density_surplus(z, psi)
sigma_phase = kF**2 / (2 * pi**2) * (average - pi / 4)
scale = kF**2 / (2 * pi**2)
assert abs(sigma_density - sigma_phase) < 5e-5 * scale
edge = sigma_density / nbar
gamma_edge = gamma - k_grid * edge
average_edge = k_average(gamma_edge)
assert abs(average_edge - pi / 4) < 5e-5
volume_average = np.sum(volume_weights * gamma_edge) / np.sum(volume_weights)
assert abs(volume_average - pi / 4) > 0.05

# Average taken over the surface of the Fermi sphere by polar angle
spline = CubicSpline(k_grid, gamma_edge)
surface_average = quad(lambda t: spline(kF * np.cos(t)) * np.cos(t) * np.sin(t),
                       0, pi / 2)[0] / quad(lambda t: np.cos(t) * np.sin(t),
                                            0, pi / 2)[0]
assert abs(surface_average - pi / 4) < 1e-4

# Independent count from slab eigenvalues (error set by thickness sampling)
sigma_slab, bound_none = slab_surplus(barrier)
assert len(bound_none) == 0
assert abs(sigma_slab - sigma_phase) < 2e-3 * scale

# Norm of one state in z > -depth against the phase derivative
k0, dk = 0.3, 1e-3
psi3, gamma3 = solve_states(barrier, np.array([k0 - dk, k0, k0 + dk]))
norm_direct = simpson(psi3[:, 1] ** 2, dx=step)
slope = (gamma3[2] - gamma3[0]) / (2 * dk)
norm_formula = (depth + slope) / 2 - np.sin(2 * k0 * depth + 2 * gamma3[1]) / (4 * k0)
assert abs(norm_direct - norm_formula) < 1e-4


# Endpoint term that produces pi/4; the remainder falls as 1/length^2
def endpoint_ratio(length):
    integrand = (kF**2 - k_grid**2) * np.sin(2 * k_grid * length + 2 * gamma) / k_grid
    return np.sum(k_weights * integrand) / (pi * kF**2 / 2)


ratio_short, ratio_long = endpoint_ratio(15.0), endpoint_ratio(depth)
assert abs(ratio_long - 1) < 5e-4


# Added attractive well: one surface band changes the rule
def well(x):
    return barrier(x) - 0.3 * np.exp(-(((x + 4) / 1.5) ** 2))


gamma_well = solve_states(well, k_grid)[1]
assert abs(gamma_well[0]) < 1e-2
sigma_well, bound = slab_surplus(well)
assert len(bound) == 1
edge_well = sigma_well / nbar
average_well = k_average(gamma_well - k_grid * edge_well)
predicted_well = pi / 4 - pi * np.sum(1 - 2 * bound / kF**2)
assert abs(average_well - predicted_well) < 2e-3


# First-order phase change by a weak bump deep inside
def bump(x):
    return np.exp(-(((x + 20) / 2) ** 2))


strength = 1e-4
gamma_plus = solve_states(lambda x: barrier(x) + strength * bump(x), k_grid)[1]
gamma_minus = solve_states(lambda x: barrier(x) - strength * bump(x), k_grid)[1]
change = (gamma_plus - gamma_minus) / (2 * strength)
first_order = -2 / k_grid * simpson(bump(z)[:, None] * psi**2, dx=step, axis=0)
bump_error = np.max(np.abs(change - first_order)) / np.max(np.abs(first_order))
assert bump_error < 2e-3

# Friedel-like tail: the rule survives, and cutting the tail at -R costs 1/R^2
tail_strength = 0.15


def with_tail(x, cut=np.inf):
    tail = tail_strength * np.cos(2 * kF * x) / (x**2 + 16) * expit(-x)
    return barrier(x) + np.where(x > -cut, tail, 0.0)


psi_tail, gamma_tail = solve_states(with_tail, k_grid)
average_tail = k_average(gamma_tail)
edge_tail = density_surplus(z, psi_tail) / nbar
average_tail_edge = k_average(gamma_tail - k_grid * edge_tail)
assert abs(average_tail_edge - pi / 4) < 1e-3
cut_changes = []
for cut in (20.0, 40.0):
    gamma_cut = solve_states(lambda x: with_tail(x, cut), k_grid)[1]
    cut_changes.append(k_average(gamma_cut) - average_tail)
    assert abs(cut_changes[-1]) < 2 * tail_strength / (kF * cut) ** 2

print(f"r_s = {r_s:.1f} bohr")
print(f"barrier height V = {barrier_height:.2f} hartree")
print(f"barrier width s = {barrier_width:.1f} bohr")
print(f"kF = {kF:.5f} 1/bohr")
print(f"Fermi energy = {mu:.5f} hartree")
print(f"V minus Fermi energy = {barrier_height - mu:.5f} hartree"
      f" = {(barrier_height - mu) * hartree_in_ev:.3f} eV")
print(f"bulk density = {nbar:.6e} 1/bohr^3")
print(f"pi/4 = {pi / 4:.6f} rad")
print("Hard wall")
print(f"wall to neutral edge, from density = {hard_wall_distance:.5f} bohr")
print(f"k-weighted volume average = {hard_volume:.5f} rad")
print("Smooth barrier, phases from barrier centre")
print(f"average of gamma = {average:.6f} rad")
print(f"surplus from density = {sigma_density:.6e} 1/bohr^2")
print(f"surplus from phases = {sigma_phase:.6e} 1/bohr^2")
print(f"surplus from slab levels = {sigma_slab:.4e} 1/bohr^2")
print("Smooth barrier, phases from neutral edge")
print(f"neutral edge from density: z = {edge:.5f} bohr"
      f" = {edge * bohr_in_angstrom:.5f} angstrom")
centre_spline = CubicSpline(k_grid, gamma)
for fraction in (0.25, 0.5, 0.75, 1.0):
    print(f"k/kF = {fraction:.2f}: gamma from centre = "
          f"{centre_spline(fraction * kF):.5f}, from edge = "
          f"{spline(fraction * kF):.5f} rad")
print(f"average of gamma = {average_edge:.6f} rad")
print(f"average by polar angle = {surface_average:.6f} rad")
print(f"k-weighted volume average = {volume_average:.5f} rad")
print("Norm identity and endpoint term")
print(f"k = {k0:.1f} 1/bohr, L = {depth:.0f} bohr")
print(f"norm by quadrature = {norm_direct:.5f} bohr")
print(f"norm by phase formula = {norm_formula:.5f} bohr")
print(f"endpoint integral / limit, L = 15 bohr: {ratio_short:.5f}")
print(f"endpoint integral / limit, L = 150 bohr: {ratio_long:.5f}")
print("Added well: depth 0.3 hartree, centre -4 bohr, width 1.5 bohr")
print(f"surface band bottom = {bound[0]:.5f} hartree")
print(f"neutral edge from slab levels: z = {edge_well:.3f} bohr")
print(f"average of gamma from edge = {average_well:.4f} rad")
print(f"value predicted with the band = {predicted_well:.4f} rad")
print("Friedel-like tail")
print(f"tail strength = {tail_strength:.2f} hartree bohr^2")
print(f"average of gamma from edge = {average_tail_edge:.5f} rad")
print(f"change of average, tail cut at 20 bohr = {cut_changes[0]:.2e} rad")
print(f"change of average, tail cut at 40 bohr = {cut_changes[1]:.2e} rad")
print(f"first-order phase change, relative error = {bump_error:.1e}")
print("verified")
```

Output:

```
r_s = 4.0 bohr
barrier height V = 0.25 hartree
barrier width s = 1.0 bohr
kF = 0.47979 1/bohr
Fermi energy = 0.11510 hartree
V minus Fermi energy = 0.13490 hartree = 3.671 eV
bulk density = 3.730194e-03 1/bohr^3
pi/4 = 0.785398 rad
Hard wall
wall to neutral edge, from density = 2.45545 bohr
k-weighted volume average = 0.62832 rad
Smooth barrier, phases from barrier centre
average of gamma = 0.126423 rad
surplus from density = -7.684952e-03 1/bohr^2
surplus from phases = -7.684952e-03 1/bohr^2
surplus from slab levels = -7.6834e-03 1/bohr^2
Smooth barrier, phases from neutral edge
neutral edge from density: z = -2.06020 bohr = -1.09021 angstrom
k/kF = 0.25: gamma from centre = -0.01242, from edge = 0.23469 rad
k/kF = 0.50: gamma from centre = 0.01936, from edge = 0.51360 rad
k/kF = 0.75: gamma from centre = 0.13154, from edge = 0.87289 rad
k/kF = 1.00: gamma from centre = 0.36042, from edge = 1.34888 rad
average of gamma = 0.785398 rad
average by polar angle = 0.785398 rad
k-weighted volume average = 0.58884 rad
Norm identity and endpoint term
k = 0.3 1/bohr, L = 150 bohr
norm by quadrature = 74.77059 bohr
norm by phase formula = 74.77059 bohr
endpoint integral / limit, L = 15 bohr: 0.99709
endpoint integral / limit, L = 150 bohr: 0.99999
Added well: depth 0.3 hartree, centre -4 bohr, width 1.5 bohr
surface band bottom = -0.11190 hartree
neutral edge from slab levels: z = 12.485 bohr
average of gamma from edge = -5.4107 rad
value predicted with the band = -5.4104 rad
Friedel-like tail
tail strength = 0.15 hartree bohr^2
average of gamma from edge = 0.78516 rad
change of average, tail cut at 20 bohr = -6.46e-04 rad
change of average, tail cut at 40 bohr = -3.17e-04 rad
first-order phase change, relative error = 7.3e-05
verified
```
